# Gauge-Origin Shifts of Diamagnetic and Paramagnetic Nuclear Shielding

**Q:** A nuclear shielding is quoted as a diamagnetic part plus a paramagnetic part, and I am told that both depend on an origin I may place anywhere. Why should I believe that their sum means anything?

**A:** Start with the Hamiltonian. I use atomic units, electron charge $-1$, clamped nuclei, and leave out spin interactions. A uniform field $\mathbf B$ and the moment $\boldsymbol\mu$ of nucleus $N$ enter through

$$\mathbf A(\mathbf r)=\tfrac12\,\mathbf B\times\mathbf r_O+\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r_N}{r_N^3},\qquad \mathbf r_O=\mathbf r-\mathbf O,\quad \mathbf r_N=\mathbf r-\mathbf R_N ,$$

where $\alpha$ is the fine-structure constant and $\mathbf O$ is the gauge origin. Each electron has kinetic energy $\frac12(\mathbf p+\mathbf A)^2$.

Moving the origin to $\mathbf O+\mathbf d$ adds the constant vector $-\frac12\mathbf B\times\mathbf d$ to $\mathbf A$. This is $\nabla\chi$ with $\chi=-\frac12(\mathbf B\times\mathbf d)\cdot\mathbf r$. Since $e^{-i\chi}\mathbf p\,e^{i\chi}=\mathbf p+\nabla\chi$, we have

$$\mathbf p+\mathbf A+\nabla\chi=e^{-i\chi}(\mathbf p+\mathbf A)e^{i\chi}.$$

If the potential energy is a function of positions alone, it commutes with $e^{i\chi}$. The old and new Hamiltonians are then unitarily equivalent and have the same energies. The shielding is a coefficient in the energy, so the total cannot change.

**Q:** That is an argument about the sum. It does not show me what happens to the parts. What are they, with all factors?

**A:** The interaction of the bare moment with the field is $-\boldsymbol\mu\cdot\mathbf B$. The electrons change it to $-\boldsymbol\mu\cdot(1-\boldsymbol\sigma)\mathbf B$, so $\sigma_{ab}$ is the coefficient of $\mu_aB_b$ in the electronic energy. The first index belongs to the moment and the second to the field.

Expand the kinetic energy. Both parts of $\mathbf A$ have zero divergence away from the nucleus, so $\frac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)=\mathbf A\cdot\mathbf p$. Using $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$ and summing over electrons, the linear terms are

$$\tfrac12\,\mathbf B\cdot\mathbf L_O+\alpha^2\boldsymbol\mu\cdot\mathbf h,\qquad \mathbf L_O=\sum\mathbf r_O\times\mathbf p,\qquad \mathbf h=\sum\frac{\mathbf l_N}{r_N^3},\quad \mathbf l_N=\mathbf r_N\times\mathbf p .$$

In $\frac12A^2$ the cross term is the product of the two parts of $\mathbf A$, with the factor $\frac12$ cancelled by the two orders:

$$\frac{\alpha^2}{2}\frac{(\mathbf B\times\mathbf r_O)\cdot(\boldsymbol\mu\times\mathbf r_N)}{r_N^3}
=\frac{\alpha^2}{2}\frac{(\mathbf B\cdot\boldsymbol\mu)(\mathbf r_O\cdot\mathbf r_N)-(\mathbf B\cdot\mathbf r_N)(\boldsymbol\mu\cdot\mathbf r_O)}{r_N^3}.$$

Its expectation value in the zero-field state $|0\rangle$ is the diamagnetic contribution:

$$\sigma^d_{ab}=\frac{\alpha^2}{2}\Big\langle0\Big|\sum\frac{\mathbf r_O\cdot\mathbf r_N\,\delta_{ab}-r_{O,a}r_{N,b}}{r_N^3}\Big|0\Big\rangle .$$

The linear terms contribute in second order. Let $|0\rangle$ be a bound eigenstate, not degenerate in its orbital part, and let $W$ be the sum of the linear terms. Then $E^{(2)}=-\sum_{n\ne0}|\langle n|W|0\rangle|^2/(E_n-E_0)$. The coefficient of $\mu_aB_b$ contains $\alpha^2\cdot\frac12$ times a matrix-element product and its complex conjugate, hence twice a real part:

$$\sigma^p_{ab}=-\alpha^2\,\mathrm{Re}\sum_{n\neq0}\frac{\langle0|h_a|n\rangle\langle n|L_{O,b}|0\rangle}{E_n-E_0}.$$

The sum includes an integral over the continuum.

**Q:** Now move the origin. The diamagnetic part looks harmless, at least.

**A:** It changes at once. With $\mathbf O\to\mathbf O+\mathbf d$ we have $\mathbf r_O\to\mathbf r_O-\mathbf d$, while $\mathbf r_N$ stays put. Define

$$\mathbf F=\Big\langle0\Big|\sum\frac{\mathbf r_N}{r_N^3}\Big|0\Big\rangle .$$

Subtracting the old value from the new one leaves

$$\Delta\sigma^d_{ab}=-\frac{\alpha^2}{2}\big(\mathbf d\cdot\mathbf F\,\delta_{ab}-d_aF_b\big).$$

This is linear in $\mathbf d$, with no higher terms, so a distant origin makes it as large as one likes unless the tensor in the bracket vanishes.

**Q:** The paramagnetic part is a sum over excited states with energy denominators. I do not see how that can match a ground-state expectation value.

**A:** First write the change. Since $\mathbf L_O\to\mathbf L_O-\mathbf d\times\mathbf P$, with $\mathbf P$ the total electronic momentum, the two minus signs combine:

$$\Delta\sigma^p_{ab}=\alpha^2\,\mathrm{Re}\sum_{n\neq0}\frac{\langle0|h_a|n\rangle\langle n|(\mathbf d\times\mathbf P)_b|0\rangle}{E_n-E_0}.$$

The denominator can be removed because momentum is a commutator with the zero-field Hamiltonian $H=\sum p^2/2+V$. Let $\mathbf R=\sum\mathbf r$. A multiplicative $V$, electron repulsion included, commutes with $\mathbf R$. For one Cartesian component of one electron,

$$\big[\tfrac12p_x^2,x\big]=\tfrac12\big(p_x[p_x,x]+[p_x,x]p_x\big)=-ip_x .$$

Hence $[H,\mathbf R]=-i\mathbf P$, or $\mathbf P=i[H,\mathbf R]$. Between eigenstates, $H$ acts to the left as $E_n$ and to the right as $E_0$:

$$\langle n|\mathbf P|0\rangle=i(E_n-E_0)\langle n|\mathbf R|0\rangle .$$

This is the off-diagonal hypervirial relation. Inserting it gives

$$\Delta\sigma^p_{ab}=\alpha^2\,\mathrm{Re}\;i\sum_{n\neq0}\langle0|h_a|n\rangle\langle n|Y_b|0\rangle,\qquad Y_b=(\mathbf d\times\mathbf R)_b .$$

**Q:** You will now use completeness, but the sum omits the ground state.

**A:** So the omitted term must be subtracted. With $\sum_{n\ne0}|n\rangle\langle n|=1-|0\rangle\langle0|$,

$$\Delta\sigma^p_{ab}=\alpha^2\,\mathrm{Re}\big\{i\langle0|h_aY_b|0\rangle-i\langle0|h_a|0\rangle\langle0|Y_b|0\rangle\big\}.$$

Both operators are Hermitian, so their expectation values are real. The second term is $i$ times a real number and has no real part. For the first, the complex conjugate of $i\langle h_aY_b\rangle$ is $-i\langle Y_bh_a\rangle$. Half the sum of the two is

$$\Delta\sigma^p_{ab}=\frac{i\alpha^2}{2}\langle0|[h_a,Y_b]|0\rangle .$$

The excited states have disappeared.

**Q:** One moment. The operator $\mathbf h$ is singular at the nucleus. Is $h_a|0\rangle$ even a normalizable state, so that you may expand it?

**A:** It need not be. If the wave function has a gradient across the radial direction at the nucleus, $h_a\psi_0$ grows as $r_N^{-2}$. Its squared norm then contains $\int r^2\,r^{-4}\,dr$, which diverges at small $r$. I therefore do not expand $h_a|0\rangle$. I expand $g=Y_b|0\rangle$ and ask whether the overlap with $h_a|0\rangle$ can be taken term by term.

For any $f$ with finite kinetic energy, $|\mathbf r_N\times\nabla\psi_0|\le r_N|\nabla\psi_0|$ and the Cauchy–Schwarz inequality give

$$|\langle f|h_a|0\rangle|\le\sum\Big\|\frac{f}{r_N}\Big\|\,\Big\|\frac{\nabla\psi_0}{r_N}\Big\| .$$

Hardy's inequality in three dimensions, $\|f/r_N\|\le2\|\nabla f\|$, bounds the first factor. Applied to each component of $\nabla\psi_0$, it bounds the second by second derivatives of $\psi_0$, which are square integrable for a bound state of a Coulomb Hamiltonian. The overlap is thus controlled by the kinetic energy of $f$.

Now take $f$ to be the remainder of the eigenstate expansion of $g$. I assume that $\psi_0$ decays fast enough for $g$ to have finite energy, as it does for a state below the ionization threshold. Then $\sum_n(E_n-E_0+1)|\langle n|g\rangle|^2$ is finite for a ground state, and its tail tends to zero. For Coulomb potentials this energy norm controls the kinetic energy, so the remainder drops out of the overlap. For an excited $|0\rangle$, replace $E_0$ in this norm by the lowest energy.

**Q:** Good. There are still many electrons in the commutator, and you have mixed coordinates measured from different points.

**A:** Operators of different electrons commute, so only equal-electron terms survive. Measuring $\mathbf R$ from the nucleus instead of another point adds a constant vector to it, and a constant commutes with everything. I can therefore take one electron and write $\mathbf r$ for $\mathbf r_N$. The factor $r^{-3}$ commutes with both $l_a$ and position, so it stays outside.

With summation over repeated indices, $l_a=\epsilon_{acf}r_cp_f$. From $[p_f,r_e]=-i\delta_{fe}$,

$$[l_a,r_e]=-i\epsilon_{ace}r_c=i\epsilon_{aec}r_c .$$

Also $(\mathbf d\times\mathbf r)_b=\epsilon_{bge}d_gr_e$. Therefore

$$[l_a,(\mathbf d\times\mathbf r)_b]=i\,\epsilon_{bge}\epsilon_{aec}\,d_gr_c .$$

Cyclic permutation gives $\epsilon_{bge}=\epsilon_{ebg}$ and $\epsilon_{aec}=\epsilon_{eca}$. Their product summed over $e$ is $\delta_{bc}\delta_{ga}-\delta_{ba}\delta_{gc}$, so

$$[l_a,(\mathbf d\times\mathbf r)_b]=i\big(d_ar_b-\delta_{ab}\,\mathbf d\cdot\mathbf r\big).$$

Divide by $r^3$, sum over electrons and take the expectation value. The prefactor is $\frac{i}{2}\cdot i=-\frac12$, and

$$\Delta\sigma^p_{ab}=\frac{\alpha^2}{2}\big(\mathbf d\cdot\mathbf F\,\delta_{ab}-d_aF_b\big)=-\Delta\sigma^d_{ab}.$$

The cancellation holds for each of the nine components.

**Q:** What is this vector $\mathbf F$ physically? I would like to know when the parts move a lot.

**A:** The electrons pull nucleus $N$ with the force $Z_N\mathbf F$. At an equilibrium geometry the total force on the nucleus vanishes, by the Hellmann–Feynman theorem for exact states. The repulsion from the other nuclei must balance the pull, so

$$\mathbf F=\sum_{M\neq N}Z_M\frac{\mathbf R_M-\mathbf R_N}{|\mathbf R_M-\mathbf R_N|^3}.$$

There the transfer between the two parts follows from nuclear charges and positions alone. For the isotropic shielding, one third of the trace, the bracket gives $3\,\mathbf d\cdot\mathbf F-\mathbf d\cdot\mathbf F=2\,\mathbf d\cdot\mathbf F$, and

$$\Delta\sigma^d_{\rm iso}=-\frac{\alpha^2}{3}\,\mathbf d\cdot\mathbf F=-\Delta\sigma^p_{\rm iso}.$$

In an atom with a spherical electron density $\mathbf F=0$, so neither part changes. In a molecule, the isotropic parts are also unchanged when $\mathbf d$ is perpendicular to $\mathbf F$, although individual components can change: off-diagonal ones in a frame with an axis along $\mathbf F$, and diagonal ones as well in a rotated frame.

**Q:** Show me a molecule in which I can follow the numbers.

**A:** Take H$_2^+$, nonrelativistic and with clamped nuclei, at its computed equilibrium distance $R=1.9972$ bohr. Put the shielded proton at the origin and the other at $z=R$. The electron density gives $F_z=0.250703$ atomic units, and $1/R^2$ gives the same figure. With $\alpha^2=53.2514$ ppm, the transfer rate for a field and moment along $y$ is

$$\tfrac12\alpha^2F_z=\tfrac12(53.2514)(0.250703)=6.675\ \text{ppm per bohr}.$$

For origins on the axis, the $yy$ components in ppm are:

| Origin $z$ (bohr) | $\sigma^d_{yy}$ | $\sigma^p_{yy}$ | Total |
|---:|---:|---:|---:|
| 0 | 16.56 | −5.55 | 11.01 |
| 0.9986 | 9.90 | 1.11 | 11.01 |
| 1.9972 | 3.23 | 7.78 | 11.01 |
| 10 | −50.19 | 61.20 | 11.01 |

From the first row to the last, the diamagnetic part should fall by $10\times6.675=66.75$ ppm. It does: $16.56-(-50.19)=66.75$. The paramagnetic part rises by $61.20-(-5.55)=66.75$ ppm.

**Q:** The paramagnetic part is positive in three rows. Should it not deshield?

**A:** The name does not fix its sign. The sum contains products of matrix elements of two different operators, not squares, and the table shows both signs for one molecule in one state. A statement about the size or sign of either part needs its gauge origin, except for a component whose bracket $\mathbf d\cdot\mathbf F\,\delta_{ab}-d_aF_b$ vanishes for every $\mathbf d$.

**Q:** And the component along the axis?

**A:** For $\mathbf d$ along $z$, the bracket for $zz$ is $dF_z-dF_z=0$, so neither part changes. The ground state is a $\sigma$ state, symmetric about the axis. Both $h_z$ and $L_z$ therefore annihilate it, and $\sigma^p_{zz}=0$. The diamagnetic part is $12.30$ ppm. By symmetry $\sigma_{xx}=\sigma_{yy}$, so the isotropic shielding is

$$\tfrac13(2\times11.008+12.301)=11.44\ \text{ppm}.$$

Moving the origin to the other proton changes its two parts by $\mp\alpha^2/(3R)=\mp8.89$ ppm.

**Q:** I can still suspect the hypervirial step. Does it hold for an actual excited state?

**A:** For the lowest $\pi$ state of $x$ type, $E_n-E_0=0.674439$ hartree and $\langle n|x|0\rangle=0.715279$ bohr. Their product is $0.482412$. The independently computed derivative is $\langle n|\partial_x|0\rangle=-0.482412$. Since $p_x=-i\partial_x$, this gives $\langle n|p_x|0\rangle=0.482412\,i$, as required.

Closure can be followed too. The computed sum is $\sum_n i\langle n|h_y|0\rangle\langle n|x|0\rangle=-0.125352$. With real wave functions $\langle n|h_y|0\rangle$ is imaginary, so reversing its bra and ket changes the sign to $+0.125352$, which is $F_z/2$. For a shift to the other proton, $Y_y=d_zx$ with $d_z=R$, and

$$\Delta\sigma^p_{yy}=(53.2514)(1.9972)(0.125352)=13.33\ \text{ppm}.$$

The diamagnetic change is $-13.33$ ppm.

**Q:** An axial shift hides most of the tensor. Try an oblique one.

**A:** Let $\mathbf d=(0.7,-0.4,1.1)$ bohr. The formula predicts $\Delta\sigma^d_{xx}=-1.1\times6.675=-7.34$ ppm and $\Delta\sigma^d_{xz}=+0.7\times6.675=4.67$ ppm. The computed values agree, and the paramagnetic changes are $+7.34$ and $-4.67$ ppm. By contrast, $\Delta\sigma_{zx}$ vanishes in both parts because $F_x=0$. The separate changes are not symmetric tensors, so the order of the indices matters. The numerical check covers all nine components.

**Q:** In practice nobody has a complete set of states. What remains of the result?

**A:** The diamagnetic change needs the ground state alone, but the paramagnetic change is a second-order sum that couples $\mathbf h$ to $\mathbf P$. A finite excited space reproduces this sum if it contains the first-order response of $|0\rangle$ to either of the two operators, and otherwise in general only approximately. In this example $h_a|0\rangle$ has $\pi$ symmetry, so only $\pi$ states enter. I expanded them in a basis different from that of the ground state, so that closure was not built in: $x$ or $y$ times $e^{-1.2(\xi-1)}$ times $n\times n$ products of Laguerre polynomials in $\xi$ and Legendre polynomials in $\eta$, where $\xi$ and $\eta$ are the sum and difference of the distances to the two protons divided by $R$. For the shift to the other proton, with $\Delta\sigma^d_{yy}=-13.33$ ppm throughout:

| $\pi$ functions per direction | $\Delta\sigma^p_{yy}$ (ppm) | Sum of changes (ppm) |
|---:|---:|---:|
| 1 | 11.34 | −1.993 |
| 4 | 12.74 | −0.595 |
| 9 | 13.36 | 0.025 |
| 16 | 13.33 | 0.003 |
| 100 | 13.33 | 0.000 |

The sum of changes is a false origin dependence of the total. It changes sign between the 4-function and 9-function bases, so its approach to zero is not one-sided. For a fixed set of states it is linear in $\mathbf d$, because $\mathbf L_O$ and the diamagnetic operator both are. The one-function error is therefore $-1.993/1.9972=-0.998$ ppm per bohr, or about $-10$ ppm for an origin at $z=+10$ bohr and $+10$ ppm for one at $z=-10$ bohr, relative to the total with the origin at the shielded proton. These figures belong to this basis: with the exponent 1.0 or 1.5 in place of 1.2, the one-function sum of changes is $-4.63$ or $+0.10$ ppm.

**Q:** Then if a calculation gives the same total for two origins, its shielding must be accurate?

**A:** No. Agreement tests the sum that couples $\mathbf h$ to $\mathbf d\times\mathbf P$, whereas the shielding itself contains the sum that couples $\mathbf h$ to $\mathbf L_O$. A set of states can describe the first well and the second badly. In H$_2^+$, take the single function $x\psi_0$ as the whole excited space for the $yy$ component. Since $(H-E_0)\,x\psi_0=-ip_x\psi_0$, it gives the response to $p_x$ exactly, and the total is the same for every origin on the axis. Put the origin at the bond midpoint. There $L_y\psi_0$ is even under inversion and $x\psi_0$ is odd, so the paramagnetic part vanishes. The total is then the midpoint diamagnetic value of the table, 9.90 ppm, instead of 11.01 ppm. Origin independence is a necessary property of the exact result, not a measure of the remaining error.

**Q:** Is there a failure that a larger basis would not cure?

**A:** Yes, if the Hamiltonian contains a fixed potential that is nonlocal or depends on velocity and this potential is left unchanged when the field is switched on. Then $i[H,\mathbf R]=\mathbf P+i[V,\mathbf R]$, and the last term need not vanish. The energy denominator no longer cancels against the matrix element of $\mathbf P$ alone, and the derivation above does not apply. Such a Hamiltonian needs its own coupling to the magnetic field before one can ask whether its shielding is independent of the origin.

## Calculated quantities

```
H2+ equilibrium distance R = 1.99719 bohr
total energy at R = -0.6026346 hartree
electronic energy E0 = -1.1033373 hartree
alpha^2 = 53.25135 ppm
F_z from the electron density = 0.250703 a.u.
1/R^2 from the other proton = 0.250703 a.u.
alpha^2 F_z / 2 = 6.6751 ppm per bohr
lowest pi state: E_n - E0 = 0.674439 hartree
lowest pi state: <n|x|0> = 0.715279 bohr
lowest pi state: <n|d/dx|0> = -0.482412 1/bohr
lowest pi state: -(E_n-E0)<n|x|0> = -0.482412 a.u.
closure: sum_n i<n|h_y|0><n|x|0> = -0.125352 a.u.
closure: -F_z/2 = -0.125352 a.u.
yy shielding (ppm): origin z (bohr), dia, para, total
    0.0000    16.5610    -5.5526    11.0084
    0.9986     9.8952     1.1132    11.0084
    1.9972     3.2294     7.7790    11.0084
   10.0000   -50.1905    61.1989    11.0084
zz shielding, origin at N: dia, para (ppm)    12.3007     0.0000
isotropic total shielding = 11.4392 ppm
isotropic change, origin N to other proton: dia -8.8877 ppm
isotropic change, origin N to other proton: para 8.8877 ppm
-alpha^2/(3R) = -8.8877 ppm
oblique displacement d (bohr):     0.7000    -0.4000     1.1000
  change dia, row x (ppm):     -7.3427     0.0000     4.6726
  change dia, row y (ppm):      0.0000    -7.3427    -2.6701
  change dia, row z (ppm):      0.0000     0.0000     0.0000
  change para, row x (ppm):     7.3427     0.0000    -4.6726
  change para, row y (ppm):     0.0000     7.3427     2.6701
  change para, row z (ppm):     0.0000     0.0000     0.0000
largest |change dia + change para| = 6.7e-06 ppm
origin N to other proton, yy (ppm): pi functions per direction,
  change dia, change para, their sum
     1   -13.3315    11.3386    -1.9930
     4   -13.3315    12.7362    -0.5954
     9   -13.3315    13.3565     0.0249
    16   -13.3315    13.3345     0.0029
    36   -13.3315    13.3323     0.0007
   100   -13.3315    13.3316     0.0000
```
